# Comment on deriving plasmon dispersion from adiabatic Thomas-Fermi hydrodynamics

## The argument under review

The manuscript reviewed here is an imagined one, built to test a tempting argument. It treats the conduction electrons of a metal as a fluid whose internal energy is the Thomas-Fermi (TF) functional of the instantaneous density. Its case for the resulting plasmon dispersion runs as follows.

The TF functional becomes correct when the density varies slowly in space. A plasmon with $q\to0$ varies slowly in space. The functional may therefore be evaluated at the instantaneous density, and the leading $q^2$ term of the plasmon dispersion must come out right.

The first sentence holds for the kinetic energy of a static, ground-state density, and the second is true. The third applies the first to a time-dependent density, which does not follow, and the coefficient obtained from it is wrong. I first reproduce the authors' result, then compute the same coefficient without their assumption, and then locate the physical error.

I take a uniform, unpolarized electron gas at zero temperature, with density $n_0$, mass $m$, Fermi velocity $v_F=\hbar k_F/m$ and a rigid neutralizing background. Perturbations vary as $e^{i(qx-\omega t)}$. In Gaussian units the Coulomb interaction is $V_q=4\pi e^2/q^2$ and $\omega_p^2=4\pi n_0e^2/m$. Exchange and correlation are left out until the section devoted to them, so the reference is the random-phase approximation (RPA).

## What the authors' equations give

The TF energy density is
$$t(n)=Cn^{5/3},\qquad C=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3}.$$
With flow velocity $u$ and electrostatic potential energy $U$, the fluid equations are
$$\partial_t n+\partial_x(nu)=0,\qquad m(\partial_t u+u\,\partial_x u)=-\partial_x[t'(n)+U].$$
Set $n=n_0+\delta n$ and keep first-order terms. Poisson's equation gives $U=V_q\,\delta n$, so
$$\omega\,\delta n=qn_0u,\qquad m\omega u=q\,[t''(n_0)+V_q]\,\delta n.$$
Multiplying the first equation by $\omega$ and inserting the second,
$$\omega^2=\frac{n_0q^2}{m}[V_q+t''(n_0)]=\omega_p^2+\beta^2q^2,\qquad \beta^2=\frac{n_0t''(n_0)}{m}.$$
Two derivatives of $t$ give $n_0t''=\frac{10}{9}Cn_0^{2/3}$. Since $k_F^3=3\pi^2n_0$, we have $Cn_0^{2/3}=\frac{3}{10}mv_F^2$, and therefore
$$\beta_{\rm TF}^2=\frac{v_F^2}{3}.$$
The authors' algebra is correct.

They suggest that a gradient correction would remove any remaining error. The full von Weizsäcker term adds the potential $-(\hbar^2/2m)(\partial_x^2\sqrt n)/\sqrt n$. To first order $\sqrt n=\sqrt{n_0}\,(1+\delta n/2n_0)$, so this potential is $\hbar^2q^2\delta n/(4mn_0)$. Multiplied by $n_0q^2/m$, it adds $\hbar^2q^4/(4m^2)$ to $\omega^2$. The $q^2$ coefficient is untouched.

## The coefficient without the fluid assumption

In the RPA the electrons respond as independent particles to the total electrostatic potential. Let $\Delta=\hbar qv_x+\hbar^2q^2/2m$ be the energy needed to raise an electron's momentum by $\hbar q$, and let $\langle\cdots\rangle$ be the average over the filled Fermi sphere. The density response is
$$\chi_0(q,\omega)=n_0\left\langle\frac{1}{\hbar\omega-\Delta}-\frac{1}{\hbar\omega+\Delta}\right\rangle .$$
The sphere is symmetric, so $v_x$ may be replaced by $-v_x$ in the second term. With $D=\omega-qv_x$ and $a=\hbar q^2/2m$, the bracket becomes
$$\frac1\hbar\left[\frac1{D-a}-\frac1{D+a}\right]=\frac{2a/\hbar}{D^2-a^2}=\frac{q^2/m}{D^2-a^2}.$$
A plasmon is a density oscillation that sustains its own potential, $1=V_q\chi_0$, or
$$1=\omega_p^2\left\langle\frac{1}{(\omega-qv_x)^2-a^2}\right\rangle .$$

For $\omega\gg qv_F$ the denominator can be expanded. Through order $q^4$,
$$\frac1{D^2-a^2}\simeq\frac1{\omega^2}\left[1+\frac{2qv_x}{\omega}+\frac{3q^2v_x^2}{\omega^2}+\frac{4q^3v_x^3}{\omega^3}+\frac{5q^4v_x^4}{\omega^4}+\frac{a^2}{\omega^2}\right].$$
Odd powers average to zero. For a filled sphere $\langle v^2\rangle=\frac35v_F^2$ and $\langle v^4\rangle=\frac37v_F^4$; the angular averages of $\cos^2\theta$ and $\cos^4\theta$ are $\frac13$ and $\frac15$. Hence $\langle v_x^2\rangle=v_F^2/5$ and $\langle v_x^4\rangle=3v_F^4/35$. Multiplying the plasmon condition by $\omega^2$,
$$\omega^2=\omega_p^2\left[1+\frac{3q^2v_F^2}{5\omega^2}+\frac{3q^4v_F^4}{7\omega^4}+\frac{a^2}{\omega^2}\right].$$

Write $A=\frac35q^2v_F^2$. In the second term $\omega_p^2/\omega^2=1-A/\omega_p^2$ to the order needed, which produces $A-A^2/\omega_p^2$. In the last two terms $\omega$ may be replaced by $\omega_p$. Because $\frac37-\frac9{25}=\frac{12}{175}$,
$$\omega^2=\omega_p^2+\frac35v_F^2q^2+\left(\frac{\hbar^2}{4m^2}+\frac{12v_F^4}{175\,\omega_p^2}\right)q^4+O(q^6).$$
The RPA coefficient is $3v_F^2/5$, larger than the authors' value by a factor $9/5$. The von Weizsäcker contribution does appear, but in the $q^4$ term and accompanied by a second contribution.

## Slow in space is not slow in time

The TF functional describes a gas that has reached its ground state at the local density. To see when this applies, drive the electrons with a total potential energy $W$ in place of the self-consistent $U$. The linear fluid equations then give
$$\omega^2\delta n=\frac{n_0q^2}{m}(t''\delta n+W)\quad\Rightarrow\quad \chi_{\rm fluid}=\frac{\delta n}{W}=\frac{n_0q^2}{m(\omega^2-\beta^2q^2)}.$$

Take the static limit first. In a long-wave static potential the electrons fill states up to a common Fermi level, so $\delta n=-N_FW$, where $N_F=3n_0/(mv_F^2)$ is the density of states at the Fermi energy. The fluid gives $\delta n=-n_0W/(m\beta^2)$. The two agree if $\beta^2=v_F^2/3$, and here the authors' functional is right.

Now hold $\omega$ fixed and let $q\to0$. The expansion above gives
$$\chi_0\simeq\frac{n_0q^2}{m\omega^2}\left(1+\frac{3v_F^2q^2}{5\omega^2}\right),$$
whereas the fluid gives the same expression with $\beta^2$ in place of $3v_F^2/5$. One response function thus requires two different constants in its two limits. What separates them is the ratio of the phase velocity $\omega/q$ to $v_F$. For a plasmon this ratio grows without bound as $q\to0$, so a longer wavelength takes the motion further from the static regime. This is the point at which the manuscript's third sentence fails.

The word "adiabatic" needs care here. The RPA is itself time-dependent density functional theory with the exchange-correlation kernel set to zero. Its orbitals carry the frequency dependence of $\chi_0$. The faulty step is the adiabatic treatment of the kinetic energy, made when the orbitals are replaced by a functional of the instantaneous density.

## The stress that the functional misses

The force on a fluid element comes from the stress component $P_{xx}=mn\langle w_x^2\rangle$, where $w_x=v_x-u$ is an electron's velocity relative to the flow. In equilibrium all three diagonal components equal $P_0=n_0mv_F^2/5$. Linear momentum balance reads $mn_0\partial_tu=-\partial_xP_{xx}-n_0\partial_xU$, and comparison with the fluid equation gives
$$\beta^2=\frac{\delta P_{xx}}{m\,\delta n}.$$

If the gas stays in its local ground state, the Fermi surface remains a sphere, $P\propto n^{5/3}$, and $\delta P_{xx}=\frac53P_0\,\delta n/n_0$. This gives $\beta^2=\frac53\cdot\frac15v_F^2=\frac13v_F^2$, as before.

Without collisions, follow one electron. Its acceleration is $-\partial_xU/m$, and the flow velocity at its position changes at the rate $\partial_tu+v_x\partial_xu$. Since $v_x=u+w_x$,
$$\frac{dw_x}{dt}=\left[-\frac{\partial_xU}{m}-\partial_tu-u\,\partial_xu\right]-w_x\,\partial_xu .$$
The bracket is the same for all electrons at a given point. It contributes to the rate of change of $\langle w_x^2\rangle$ in proportion to $\langle w_x\rangle$, which is zero. In the last term, continuity gives $-\partial_xu=d\ln n/dt$ along the flow. When $qv_F\ll\omega$, an electron moves much less than a wavelength relative to the fluid during a cycle, so the transport of stress between fluid elements can be neglected at leading order. Then $w_x$ scales as $n$, while $w_y$ and $w_z$ do not change. The Fermi sphere becomes an ellipsoid, elongated in momentum along the direction of compression:
$$P_{xx}\propto n\cdot n^2=n^3,\qquad P_{yy}=P_{zz}\propto n.$$
Consequently
$$\delta P_{xx}=3P_0\frac{\delta n}{n_0},\qquad \delta P_{yy}=P_0\frac{\delta n}{n_0},\qquad \beta^2=\frac{3P_0}{mn_0}=\frac35v_F^2 .$$

The internal kinetic energy density is half the trace of the stress. To first order its change is $\frac12(3+1+1)P_0\,\delta n/n_0$ for the ellipsoid and $\frac12\cdot3\cdot\frac53P_0\,\delta n/n_0$ for the sphere. These are equal, so a check of the energy at first order would not expose the error. The second order does. For fast plane compression the energy density is $\frac12P_0[(n/n_0)^3+2n/n_0]$, with second derivative $3P_0/n_0^2$; the TF value is $\frac53P_0/n_0^2$. The difference is the energy cost of distorting the sphere at a given density.

## Which deformation supplies the missing term

The authors might ask whether further distortions alter the $q^2$ coefficient again. The linear kinetic equation answers this. Let $\mu=\cos\theta$ be measured from $\hat x$, and write the change in occupation as $\delta f=-(\partial f_0/\partial\varepsilon)\,\varphi(\mu)$. Then
$$\omega\varphi=qv_F\,\mu\,(\varphi+U),\qquad U=V_qN_F\bar\varphi=\frac{3\omega_p^2}{q^2v_F^2}\,\bar\varphi,$$
where $\bar\varphi$ is the angular average. The shift $\hbar^2q^2/2m$ is absent from this semiclassical equation; it entered the RPA dispersion first at order $q^4$.

Expand $\varphi=\sum_lc_l\sqrt{2l+1}\,P_l(\mu)$. Multiplication by $\mu$ couples $l-1$ to $l$ with strength $l/\sqrt{4l^2-1}$, so
$$\omega c_0=\frac{qv_F}{\sqrt3}c_1,$$
$$\omega c_1=\frac{qv_F}{\sqrt3}\left(1+\frac{3\omega_p^2}{q^2v_F^2}\right)c_0+\frac{2qv_F}{\sqrt{15}}c_2,$$
$$\omega c_2=\frac{2qv_F}{\sqrt{15}}c_1+\frac{3qv_F}{\sqrt{35}}c_3 .$$

Keep $c_0$ (density) and $c_1$ (flow) alone. Multiplying the second equation by $\omega$ and using the first gives $\omega^2=\omega_p^2+q^2v_F^2/3$, which is the authors' theory. Now include $c_2$ and drop $c_3$. The third equation gives $c_2=2qv_Fc_1/(\sqrt{15}\,\omega)$, and the second acquires an extra term:
$$\omega^2=\omega_p^2+\left(\frac13+\frac4{15}\right)q^2v_F^2=\omega_p^2+\frac35q^2v_F^2 .$$
The next amplitude $c_3$ is of order $(qv_F/\omega)c_2$. Its effect back on $c_2$ is of relative order $(qv_F/\omega)^2$, so it changes $\omega^2$ at order $q^4$. The quadrupole $l=2$ therefore supplies the whole missing $q^2$ term.

Its shape is that of the ellipsoid. From the first equation $c_1=\sqrt3\,\omega c_0/(qv_F)$, hence $c_2=2c_0/\sqrt5$. The even part of $\varphi$ is then $c_0(1+2P_2)=3c_0\mu^2$. Stretching $p_x$ by a small fraction moves the Fermi surface radially in proportion to $\mu^2$, which is the same pattern. In the numerical solution with $l\le40$, the plasmon eigenvector gives stiffnesses of 3.000 along the compression and 1.000 across it, in units of $P_0$ per relative density change.

## When the authors' coefficient would apply

Let collisions conserve particle number and momentum and damp all components $l\ge2$ at a rate $\nu$. The left side of the third equation becomes $(\omega+i\nu)c_2$, and the same elimination gives, at leading order in $q$,
$$\beta^2(\omega)=v_F^2\left[\frac13+\frac4{15}\,\frac{\omega}{\omega+i\nu}\right].$$
For $\nu\ll\omega$ this is $3v_F^2/5$. For $\nu\gg\omega$ the sphere is restored faster than the wave distorts it, and the result is $v_F^2/3$. For this leading coefficient the controlling quantity is $\nu/\omega_p$ and not the wavelength. The limit $\nu\gg\omega_p$ is a limit of this relaxation model and not a regime of a degenerate metal: the thermal electron-electron rate is of order $(\pi k_BT)^2/\hbar E_F$, a few times $10^{-5}\omega_p$ at 300 K for the density used below.

At $\nu=\omega_p$ the fraction is $1/(1+i)=(1-i)/2$, so $\beta^2/v_F^2=0.467-0.133i$. The negative imaginary part means damping in the chosen time convention. At $\nu=0.1\,\omega_p$ the real part is still 0.597. Diagonalization of the chain with $l\le40$ agrees with the formula over the tested range from $\nu=0$ to $1000\,\omega_p$. Collisions that destroy momentum, such as scattering from impurities, would also damp $c_1$ and are outside this formula.

## Size of the error in one case

Take $r_s=2$ bohr, a round model value, for which $E_F=12.528$ eV and $\hbar\omega_p=16.664$ eV. At $q=0.2k_F$,
$$\hbar qv_F=2\,\frac{q}{k_F}E_F=0.4\times12.528=5.011\ \text{eV},$$
whose square is $25.11\ \text{eV}^2$. With $(\hbar\omega_p)^2=277.69\ \text{eV}^2$,
$$\hbar\omega_{\rm TF}=\sqrt{277.69+25.11/3}=16.91\ \text{eV},$$
$$\hbar\omega_{3/5}=\sqrt{277.69+0.6\times25.11}=17.11\ \text{eV}.$$
The two $q^4$ contributions are $(0.04\times12.528)^2=0.25\ \text{eV}^2$ and $\frac{12}{175}(25.11)^2/277.69=0.16\ \text{eV}^2$. They raise the energy to 17.12 eV, which is also the full RPA root.

Relative to that root the TF energy is low by about 1%, which looks harmless. The dispersion, however, is the shift above the plasma energy. That shift is 0.459 eV in the RPA and 0.249 eV in TF hydrodynamics, a ratio of 0.54. The ratio of the $q^2$ coefficients alone would be $5/9$, or 0.56. The phase velocity here is $3.4v_F$, well away from the static regime.

The $3/5$ law has its own range. At $q=0.4k_F$ the RPA energy is 18.59 eV, the $3/5$ law gives 18.38 eV, and the $q^4$ expansion gives 18.56 eV. TF hydrodynamics gives 17.64 eV. The further values are in the numerical output.

## Two repairs that should not be accepted

The authors may be tempted to multiply the TF energy by $9/5$. This fixes the plasmon coefficient and spoils the static response. From $\epsilon=1-V_q\chi_{\rm fluid}$ at $\omega=0$,
$$\epsilon(q,0)=1+\frac{\omega_p^2}{\beta^2q^2},$$
so the screening length is $\beta/\omega_p$. In the example it is 0.905 bohr with the correct static coefficient and 1.214 bohr with the rescaled one, too long by $\sqrt{9/5}=1.34$. These lengths fix the small-$q$ form of $\epsilon(q,0)$ only. The inverse of 0.905 bohr is $1.15k_F$, outside the range $q\ll k_F$, and there the full static RPA gives $\epsilon=1.88$ where TF gives 2.00.

They may also point to a total coefficient closer to $1/3$ once exchange is included. Adiabatic local exchange has the energy density $e_x=-\frac34e^2(3/\pi)^{1/3}n^{4/3}$. Its second derivative $f_x$ satisfies
$$n_0f_x=-\frac{e^2}{3}\left(\frac{3n_0}{\pi}\right)^{1/3}=-\frac{e^2k_F}{3\pi}.$$
The plasmon condition becomes $1=(V_q+f_x)\chi_0$. With $\chi_0\simeq n_0q^2/(m\omega^2)$ multiplying $f_x$, the coefficient $\beta^2$ changes by $n_0f_x/m$. In units of $v_F^2$ this is $-1/(3\pi k_Fa_0)$, where $a_0$ is the Bohr radius. In the example it equals $-0.111$ and lowers 0.600 to 0.489. This figure overstates the effect, because the local kernel keeps the Fermi surface spherical, as the TF functional does. For the sphere stretched along $p_x$ by $\lambda=n/n_0$, the exchange energy density is $e_x(n_0)\,\lambda^2\langle(\lambda^2\mu^2+1-\mu^2)^{-1}\rangle_\mu$. Its second derivative at $\lambda=1$ is $\frac4{15}e_x(n_0)$, against $\frac49e_x(n_0)$ for the local form. The shift for fast compression is therefore $3/5$ of the local one: $-0.066$, for a total of 0.534.

Measured in units of $v_F^2$, the shift grows in magnitude as the density falls, and at $k_Fa_0=5/(4\pi)$ it would equal $-4/15$. With the local kernel the total would then be $1/3$ (at $r_s=4.8$ bohr), by cancellation between a correct kinetic term and an overestimated exchange term, with no support for the TF kinetic response. With the exchange of the stretched sphere the total at that density is 0.44, and the value $1/3$ is reached only at $r_s=8.0$ bohr. Correlation is still missing from both estimates, and the two differ because the local exchange kernel is itself adiabatic. For these reasons $3/5$ should be called the RPA coefficient and not the measured coefficient of a metal.

## Requested revision

The static screening results may stand where they rest on the TF energy alone and the potential varies slowly, $q\ll k_F$. For the plasmon, the authors should add the anisotropic stress $S=\delta P_{xx}-\frac53P_0\,\delta n/n_0$ as a variable of its own:
$$\partial_tS=\frac43P_0\,\frac{\partial_t\delta n}{n_0}-\nu S .$$
At frequency $\omega$ this gives $S=\frac43P_0\,(\delta n/n_0)\,\omega/(\omega+i\nu)$. Dividing by $m\,\delta n$ and using $P_0=n_0mv_F^2/5$ yields the $\frac4{15}$ term of $\beta^2(\omega)$, with its collisional factor.

For $\nu>0$ the equation gives the stress a memory of compression over the preceding time $1/\nu$, which a functional of the instantaneous density cannot have. For $\nu=0$ it integrates to $S=\frac43P_0\,\delta n/n_0$. Added to the isotropic part $\frac53P_0\,\delta n/n_0$, this gives $\delta P_{xx}=3P_0\,\delta n/n_0$, the same stiffness as the TF energy multiplied by $9/5$. The equation is derived here for weak longitudinal waves in a uniform gas with $qv_F\ll\omega$. With $\nu=0$ its zero-frequency limit does not return the static response, because the free motion of electrons across a wavelength has been dropped. A collisionless calculation that needs both regimes should use the full $\chi_0(q,\omega)$.

## Values computed for the example and the checks

```
density parameter rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.95958 bohr^-1
Fermi velocity vF = 0.95958 atomic units
Fermi energy = 12.528 eV
plasma energy = 16.664 eV
Coefficients beta^2/vF^2 (dimensionless):
  TF fluid on grid = 0.33333
  RPA plasmon, q->0 = 0.60000
  static Lindhard, q=0.05 kF = 0.33340
  kinetic chain l<=1 = 0.33333
  kinetic chain l<=2 = 0.60000
  kinetic chain l<=40 = 0.60003
q^4 coefficients in omega^2 (atomic units):
  von Weizsaecker addition = 0.25000
  RPA numerical = 0.40636
  RPA formula = 0.40504
Stress stiffness (dP/P0)/(dn/n), dimensionless:
  collisionless xx = 3.0001
  collisionless yy = 0.9999
  collisional (nu=1000 wp) xx = 1.6667
  collisional (nu=1000 wp) yy = 1.6667
Collisional crossover, complex beta^2/vF^2:
  nu/wp = 0.0: real 0.6000, imag 0.0000
  nu/wp = 0.1: real 0.5974, imag -0.0264
  nu/wp = 1.0: real 0.4667, imag -0.1333
  nu/wp = 10.0: real 0.3360, imag -0.0264
  nu/wp = 1000.0: real 0.3333, imag -0.0003
Plasmon energies in eV:
  q/kF     RPA      TF   3/5 law   with q^4
  0.1  16.777  16.726  16.776  16.777
  0.2  17.122  16.913  17.110  17.122
  0.3  17.716  17.219  17.651  17.710
  0.4  18.593  17.640  18.383  18.559
At q = 0.2 kF:
  wave number = 0.19192 bohr^-1
  phase velocity / vF = 3.417
  RPA shift above plasma energy = 0.459 eV
  TF shift above plasma energy = 0.249 eV
  TF shift / RPA shift = 0.544
static screening length, beta^2=vF^2/3: 0.9047 bohr
screening length if 3/5 is misused: 1.2138 bohr
ratio of these lengths = 1.3416
local exchange shift of beta^2/vF^2 = -0.11057
RPA plus local exchange beta^2/vF^2 = 0.48943
```
